**Upper confidence bound on a constant hazard after a test with no failures**

For $n$ parts that all survive a time $t$, the program tests the bound $\lambda_U=-\ln(1-C)/(nt)$ at confidence $C$; for $n=231$, $t=1000$ h and $C=0.60$ it gives 3967 FIT, where one FIT is one failure per $10^9$ device-hours. It asserts that the formula agrees with a root search on the numerically integrated hazard equation, and that simulated tests with the hazard at the bound are free of failures in a fraction consistent with 0.40. Summing over all failure counts, it asserts that the coverage does not fall below 0.60, within numerical tolerance, at any of the trial hazards. The thermal acceleration factor, the lognormal wear-out results and the bound for varying lots are compared with quadrature, root searches or finite differences. For rough copper interconnect parameters, the output gives a bound of 212 FIT in use. The ten-year failed fraction allowed by the test is 1.8 percent for a constant hazard and 89 percent for lognormal wear-out with a spread of 0.4. Both fractions are bounds at 60 percent confidence under their models, not predictions.

## Check in Python

```python
"""Zero-failure life test: upper confidence bound on a constant hazard.

Result under test: if n parts all survive t hours, the one-sided upper bound
at confidence C on a constant hazard is  -ln(1 - C) / (n t).
For n = 231, t = 1000 h, C = 0.60 this is about 3970 FIT at stress conditions.

n: number of parts; t: hours on stress per part; C: confidence level;
hazard: failures per hour for a surviving part;
FIT: one failure per 1e9 device-hours.
The use-condition example takes rough values typical of copper interconnects.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.stats import beta, binom, chi2, norm

FIT = 1e-9                       # failures per hour
n_parts = 231
t_test = 1000.0                  # h
conf = 0.60
device_hours = n_parts * t_test
log_factor = -np.log(1 - conf)
bound = log_factor / device_hours


# Bound from the hazard equation itself, integrated numerically
def survival_numeric(hazard):
    sol = solve_ivp(lambda time, s: -hazard * s, (0, t_test), [1.0],
                    rtol=1e-11, atol=1e-13)
    return sol.y[0, -1]


bound_numeric = brentq(
    lambda h: survival_numeric(h)**n_parts - (1 - conf),
    1e-7, 1e-4, xtol=1e-15)
assert abs(bound_numeric / bound - 1) < 1e-6
assert abs(chi2.ppf(conf, 2) / (2 * device_hours) / bound - 1) < 1e-10
assert round(bound / FIT, -1) == 3970

# Simulated tests with the true hazard placed at the bound
rng = np.random.default_rng(7)
n_runs = 20000
n_clean = 0
for _ in range(20):
    lives = rng.exponential(1 / bound, size=(n_runs // 20, n_parts))
    n_clean += np.count_nonzero(lives.min(axis=1) > t_test)
clean_fraction = n_clean / n_runs
sampling_error = np.sqrt(conf * (1 - conf) / n_runs)
assert abs(clean_fraction - (1 - conf)) < 4 * sampling_error

# Bounds for every possible failure count, and exact coverage
counts = np.arange(n_parts + 1)
p_upper = beta.ppf(conf, counts[:-1] + 1, n_parts - counts[:-1])
assert np.allclose(binom.cdf(counts[:-1], n_parts, p_upper), 1 - conf,
                   atol=1e-8)
bounds_all = np.append(-np.log1p(-p_upper) / t_test, np.inf)
assert abs(bounds_all[0] / bound - 1) < 1e-8


def coverage(hazard):
    pmf = binom.pmf(counts, n_parts, -np.expm1(-hazard * t_test))
    return pmf[hazard <= bounds_all].sum()


trial_hazards = np.concatenate([np.logspace(-8, -2, 600),
                                bounds_all[:-1] * (1 + 1e-7)])
min_coverage = min(coverage(h) for h in trial_hazards)
coverage_above = coverage(bound * (1 + 1e-7))
coverage_below = coverage(bound * (1 - 1e-7))
assert min_coverage > conf - 1e-6
assert abs(coverage_above - conf) < 1e-5
assert abs(coverage_below - 1) < 1e-9

bound_90 = -np.log(1 - 0.90) / device_hours
bound_one_failure = bounds_all[1]

# Transfer to use conditions by thermal acceleration
k_ev = constants.k / constants.e     # eV/K
e_act, t_stress, t_use = 0.9, 398.15, 358.15


def acceleration(energy, hot, cold):
    return np.exp(energy / k_ev * (1 / cold - 1 / hot))


accel = acceleration(e_act, t_stress, t_use)
log_accel = quad(lambda temp: e_act / (k_ev * temp**2), t_use, t_stress)[0]
assert abs(np.exp(log_accel) / accel - 1) < 1e-9
bound_use = bound / accel


def log_survival_use(time):
    return np.log(np.exp(-bound * time / accel))


slope = -(log_survival_use(6000.0) - log_survival_use(4000.0)) / 2000.0
assert abs(slope / bound_use - 1) < 1e-8
ten_years = 10 * 365.25 * 24         # h
equivalent_hours = ten_years / accel
fail_constant = -np.expm1(-bound_use * ten_years)

# Wear-out: lognormal life with known spread, median at its lower bound
sigma = 0.4
p_end = 1 - (1 - conf)**(1 / n_parts)
z_end = norm.ppf(p_end)
median_life = t_test * np.exp(-sigma * z_end)
hazard_end = norm.pdf(z_end) / (sigma * t_test * (1 - p_end))
fail_wearout = norm.cdf(np.log(equivalent_hours / median_life) / sigma)


def failed_numeric(time, median):
    def density(x):
        arg = np.log(x / median) / sigma
        return np.exp(-arg**2 / 2) / (x * sigma * np.sqrt(2 * np.pi))
    return quad(density, 1.0, time, epsabs=1e-13, epsrel=1e-11,
                limit=300)[0]


median_numeric = brentq(
    lambda m: (1 - failed_numeric(t_test, m))**n_parts - (1 - conf),
    1200.0, 10000.0)
assert abs(median_numeric / median_life - 1) < 1e-6
assert abs(failed_numeric(equivalent_hours, median_numeric)
           - fail_wearout) < 1e-6
hazard_numeric = (np.log1p(-failed_numeric(t_test - 1, median_numeric))
                  - np.log1p(-failed_numeric(t_test + 1, median_numeric))) / 2
assert abs(hazard_numeric / hazard_end - 1) < 1e-3
assert fail_wearout > fail_constant

# Lot-to-lot variation: exponentially distributed hazard shared within a lot
n_lots = 3
lot_size = n_parts // n_lots
assert n_lots * lot_size == n_parts
bound_lots = ((1 - conf)**(-1 / n_lots) - 1) / (lot_size * t_test)


def lot_clean_numeric(mean_hazard):
    # x is the lot hazard in units of its mean
    return quad(lambda x: np.exp(-x)
                * np.exp(-x * mean_hazard * t_test)**lot_size, 0, np.inf)[0]


bound_lots_numeric = brentq(
    lambda m: lot_clean_numeric(m)**n_lots - (1 - conf),
    1e-7, 1e-4, xtol=1e-15)
assert abs(bound_lots_numeric / bound_lots - 1) < 1e-6

# Sensitivity of the use-condition bound
factor_energy = accel / acceleration(e_act - 0.1, t_stress, t_use)
factor_temp = accel / acceleration(e_act, t_stress - 3.0, t_use)
factor_current = 1.10**2
wearout_ratio = fail_wearout / fail_constant
assert wearout_ratio > max(factor_energy, factor_temp, factor_current,
                           bound_lots / bound)

print(f"Parts on test: {n_parts}")
print(f"Test time per part: {t_test:.0f} h")
print(f"Device-hours: {device_hours:.0f} h")
print(f"Confidence level: {conf:.2f}")
print(f"-ln(1 - C), expected Poisson count at bound: {log_factor:.5f}")
print(f"Upper bound on hazard at stress: {bound:.5e} per h")
print(f"Upper bound on hazard at stress: {bound / FIT:.1f} FIT")
print(f"Same bound, numerical hazard equation: {bound_numeric / FIT:.1f} FIT")
print(f"Simulated tests: {n_runs}")
print(f"Fraction with no failure, hazard at bound: {clean_fraction:.4f}")
print(f"Sampling error of that fraction: {sampling_error:.4f}")
print(f"Smallest coverage over trial hazards: {min_coverage:.5f}")
print(f"Coverage just above the bound: {coverage_above:.5f}")
print(f"Coverage just below the bound: {coverage_below:.5f}")
print(f"Bound at 90 percent confidence: {bound_90 / FIT:.0f} FIT")
print(f"60 percent bound had one failed: {bound_one_failure / FIT:.0f} FIT")
print(f"Activation energy (rough, copper): {e_act:.2f} eV")
print(f"Stress temperature: {t_stress:.2f} K")
print(f"Use temperature: {t_use:.2f} K")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"Acceleration factor: {accel:.2f}")
print(f"Upper bound on hazard in use: {bound_use / FIT:.1f} FIT")
print(f"Ten years of use: {ten_years:.0f} h")
print(f"Equivalent stress time: {equivalent_hours:.0f} h")
print(f"Ten-year failed fraction, constant hazard: {fail_constant:.4f}")
print(f"Lognormal spread (rough): {sigma:.2f}")
print(f"Failed fraction at test end, at bound: {p_end:.6f}")
print(f"Normal quantile of that fraction: {z_end:.4f}")
print(f"Lower bound on median life at stress: {median_life:.0f} h")
print(f"Lognormal hazard at test end: {hazard_end / FIT:.0f} FIT")
print(f"Ten-year failed fraction, lognormal: {fail_wearout:.4f}")
print(f"Ratio lognormal/constant failed fraction: {wearout_ratio:.1f}")
print(f"Lots and parts per lot: {n_lots} and {lot_size}")
print(f"Bound on mean hazard, varying lots: {bound_lots / FIT:.0f} FIT")
print(f"Ratio to common-hazard bound: {bound_lots / bound:.3f}")
print(f"Use-bound factor, energy 0.1 eV lower: {factor_energy:.3f}")
print(f"Use-bound factor, stress 3 K cooler: {factor_temp:.3f}")
print(f"Use-bound factor, current 10 percent up: {factor_current:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Parts on test: 231
Test time per part: 1000 h
Device-hours: 231000 h
Confidence level: 0.60
-ln(1 - C), expected Poisson count at bound: 0.91629
Upper bound on hazard at stress: 3.96663e-06 per h
Upper bound on hazard at stress: 3966.6 FIT
Same bound, numerical hazard equation: 3966.6 FIT
Simulated tests: 20000
Fraction with no failure, hazard at bound: 0.4034
Sampling error of that fraction: 0.0035
Smallest coverage over trial hazards: 0.60000
Coverage just above the bound: 0.60000
Coverage just below the bound: 1.00000
Bound at 90 percent confidence: 9968 FIT
60 percent bound had one failed: 8774 FIT
Activation energy (rough, copper): 0.90 eV
Stress temperature: 398.15 K
Use temperature: 358.15 K
Boltzmann constant: 8.617333e-05 eV/K
Acceleration factor: 18.72
Upper bound on hazard in use: 211.9 FIT
Ten years of use: 87660 h
Equivalent stress time: 4682 h
Ten-year failed fraction, constant hazard: 0.0184
Lognormal spread (rough): 0.40
Failed fraction at test end, at bound: 0.003959
Normal quantile of that fraction: -2.6556
Lower bound on median life at stress: 2893 h
Lognormal hazard at test end: 29461 FIT
Ten-year failed fraction, lognormal: 0.8857
Ratio lognormal/constant failed fraction: 48.1
Lots and parts per lot: 3 and 77
Bound on mean hazard, varying lots: 4639 FIT
Ratio to common-hazard bound: 1.170
Use-bound factor, energy 0.1 eV lower: 1.385
Use-bound factor, stress 3 K cooler: 1.220
Use-bound factor, current 10 percent up: 1.210
ALL CHECKS PASSED
```
